# Two-Point Correlations of Ferroelectric Domains Growing from Poisson Nuclei

A uniform ferroelectric film, initially poled in one direction, is switched by a field applied at $t=0$. In this pre-existing-nuclei case of the Kolmogorov–Avrami–Ishibashi (KAI) model, the following is assumed.

- Nuclei sit at independent random positions in the plane, with mean density $n$ per area. All start at $t=0$ with negligible size, and none appears later.
- Each domain spans the film thickness and grows as a disc. The wall speed $v(t)$ is the same in all directions and at all places, so a free disc has radius $R(t)=\int_0^t v(t')\,dt'$.
- Growth stops where two domains meet, and nothing switches back.

The local polarization, in units of $P_s$, is $p=+1$ where the film has switched and $p=-1$ where it has not. The film is taken as infinite, and angle brackets denote averages over nucleus positions.

## (a) One point

**Show that a point is unswitched if and only if no nucleus lies within $R$ of it, although growth stops on contact. Find the probability $q$ of this.**

Let $z$ be the nucleus nearest to the point $x$, at distance $d$. Take any point $y$ on the straight segment from $z$ to $x$, and any other nucleus $z'$. The triangle inequality gives

$$|y-z'|\ge |x-z'|-|x-y|\ge d-|x-y|=|y-z|.$$

No other domain reaches $y$ before the one from $z$, so the path is not blocked and $x$ switches when $R=d$. It cannot switch sooner, because a front that has travelled a length $R<d$ cannot have reached it. The switched region is therefore the union of freely grown discs. In this form the argument needs a common start and a common speed.

Now place $N=nA_{\rm tot}$ nuclei independently in a large area $A_{\rm tot}$. A given region of area $A$ is empty with probability

$$\left(1-\frac{A}{A_{\rm tot}}\right)^{nA_{\rm tot}}\longrightarrow e^{-nA}\qquad(A_{\rm tot}\to\infty).$$

The shape of the region does not enter. For one circle,

$$q=e^{-n\pi R^2}.$$

The switched fraction is $1-q$, and at constant speed this is the KAI law with time exponent 2.

## (b) Two points

**Find the probability $P_{uu}(r)$ that two points a distance $r$ apart both remain unswitched.**

By part (a), both circles of radius $R$ centred on the points must be empty, which means that their union must be empty. If $\Omega(r)$ is the area of overlap, the union has area $2\pi R^2-\Omega$, since the sum of the two circles counts the overlap twice.

For $r<2R$ the common chord lies at distance $r/2$ from each centre and cuts the overlap into two equal circular segments. Seen from a centre, half the chord subtends the angle $\alpha=\arccos(r/2R)$. Each segment is a sector of area $\alpha R^2$ minus a triangle of area $(r/2)\sqrt{R^2-r^2/4}$. Twice this gives

$$\Omega(r)=2R^2\arccos\frac{r}{2R}-\frac r2\sqrt{4R^2-r^2},\qquad r<2R,$$

and $\Omega=0$ for $r\ge 2R$. Hence

$$P_{uu}(r)=e^{-n(2\pi R^2-\Omega)}=q^2e^{n\Omega(r)}.$$

At $r=0$, $\Omega=\pi R^2$ and $P_{uu}=q$, as it must be for a single point. For $r\ge2R$, $P_{uu}=q^2$: the two circles are disjoint, and the numbers of nuclei in disjoint regions are independent. In between, $P_{uu}>q^2$, because one empty region serves both points.

The derivative of $\Omega$ is needed below. Since $\frac{d}{dr}\arccos\frac{r}{2R}=-1/\sqrt{4R^2-r^2}$,

$$\frac{d\Omega}{dr}=\frac{-4R^2-(4R^2-r^2)+r^2}{2\sqrt{4R^2-r^2}}=-\sqrt{4R^2-r^2}.$$

## (c) The correlation function

**Obtain $C(r)=\langle pp'\rangle-\langle p\rangle^2$, and relate its initial slope to the wall length per area.**

Let $u=1$ at an unswitched point and $u=0$ at a switched one, so $p=1-2u$. With $\langle u\rangle=q$ and $\langle uu'\rangle=P_{uu}$,

$$\langle pp'\rangle=1-4q+4P_{uu},\qquad \langle p\rangle^2=1-4q+4q^2.$$

Subtracting,

$$C(r)=4\left(P_{uu}-q^2\right)=4q^2\left[e^{n\Omega(r)}-1\right].$$

The correlation of the polarization itself is $P_s^2C$. At $r=0$, $e^{n\pi R^2}=1/q$ gives $C(0)=4q(1-q)$, the variance of a quantity with values $\pm1$. For $r\ge2R$, $C=0$.

For small $r$, expand $d\Omega/dr=-2R\,(1-r^2/8R^2+\dots)$ and integrate:

$$\Omega=\pi R^2-2Rr+\frac{r^3}{12R}+\dots$$

Then $P_{uu}=q\,e^{-2nRr+\dots}$, and to first order

$$C(r)=4q(1-q)-8nRq\,r.$$

Let $\ell$ be the length of moving wall per area. When $R$ grows by $dR$, the wall sweeps an area fraction $\ell\,dR$, so

$$\ell=-\frac{dq}{dR}=2\pi nRq,$$

and the initial slope of $C$ is $-4\ell/\pi$. Geometry gives the same factor. A short segment of length $r$ and random direction crosses walls $\ell r\langle|\cos\theta|\rangle=2\ell r/\pi$ times on average. Each crossing changes $pp'$ from $+1$ to $-1$, which lowers the average by $2\times2\ell r/\pi$.

## (d) How the pattern's scale evolves

**Find the early and late forms of $g(r)=C(r)/C(0)$, and decide whether its half-width grows throughout switching.**

Division gives

$$g(r)=\frac{e^{n\Omega(r)}-1}{e^{n\pi R^2}-1}.$$

*Early*, $n\pi R^2\ll1$, both exponentials can be expanded to first order, and $g\to\Omega(r)/\pi R^2$. The pattern consists of nearly isolated discs, and the width of $g$ is proportional to $R$.

*Late*, $n\pi R^2\gg1$, the relevant distances are $r\sim1/(nR)\ll R$. Both terms $-1$ are then negligible, and

$$g\to e^{n(\Omega-\pi R^2)}\to e^{-2nRr}.$$

The next term in the exponent, $nr^3/(12R)$, is of order $1/(12n^2R^4)$ at these distances and vanishes in the limit. The half-width is now $\ln2/(2nR)$, which shrinks as $R$ grows. What remains unswitched is a set of small islands, and $g$ measures their size.

In general the half-width $r_{1/2}$ follows from setting $g=1/2$:

$$n\Omega(r_{1/2})=\ln\frac{1+1/q}{2}.$$

It starts from zero and returns to zero, so it has a maximum in between, while the full range $2R$ keeps growing. If lengths are measured in units of $n^{-1/2}$, the equation contains no parameter except $q$, so the value of $q$ at the maximum is the same for every density. A numerical search gives $q\approx0.19$.

## (e) Scattering and fluctuations

**Find the large-$k$ form of $S(k)=\int C(r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^2r$, and express the fluctuation of the switched fraction in a large window through $S(0)$.**

The angular integral gives

$$S(k)=2\pi\int_0^{2R} rJ_0(kr)\,C(r)\,dr.$$

At large $k$ the leading terms come from the points where $C$ is not smooth.

*The cusp at $r=0$.* Differentiate $\int_0^\infty e^{-\epsilon r}J_0(kr)\,dr=(k^2+\epsilon^2)^{-1/2}$ twice with respect to $\epsilon$, then let $\epsilon\to0$. The result is $\int_0^\infty r^2J_0(kr)\,dr\to-1/k^3$. The constant and $r^2$ terms of $C$ correspond to odd derivatives, which vanish at $\epsilon=0$. The linear term contributes

$$2\pi(-8nRq)\left(-\frac1{k^3}\right)=\frac{16\pi nRq}{k^3}.$$

*The edge at $r=2R$.* With $s=2R-r$, $d\Omega/ds=\sqrt{s(4R-s)}\approx2\sqrt{Rs}$, so $\Omega\approx\frac43\sqrt R\,s^{3/2}$ and

$$C\approx4q^2n\Omega=\tfrac{16}{3}q^2n\sqrt R\,s^{3/2}.$$

Here $J_0(kr)\approx\sqrt{2/(\pi kr)}\cos(kr-\pi/4)$, so the factor $rJ_0$ has amplitude $2\sqrt{R/(\pi k)}$. The remaining integral, damped at large $s$, is

$$\int_0^\infty s^{3/2}e^{-iks}ds=\Gamma(\tfrac52)(ik)^{-5/2}=\tfrac{3\sqrt\pi}{4}k^{-5/2}e^{-5\pi i/4}.$$

The phases combine to $\cos(2kR-\pi/4-5\pi/4)=-\sin2kR$. The prefactors multiply to

$$2\pi\cdot2\sqrt{\frac{R}{\pi k}}\cdot\frac{16}{3}q^2n\sqrt R\cdot\frac{3\sqrt\pi}{4}k^{-5/2}=\frac{16\pi nRq^2}{k^3}.$$

Adding the two contributions,

$$S(k)\simeq\frac{16\pi nRq}{k^3}\left[1-q\sin(2kR)\right],\qquad k\gg\frac1R\ \text{ and }\ k\gg nR.$$

The first term equals $8\ell/k^3$ and measures wall length. The oscillation comes from the common disc radius and fades as $q\to0$.

*Fluctuations.* For a window of area $A\gg R^2$ inside a larger film, the mean polarization $\bar p$ has variance

$$\frac1{A^2}\iint C(|\mathbf r-\mathbf r'|)\,d^2r\,d^2r'\approx\frac{S(0)}{A},$$

up to edge corrections of relative order $R/\sqrt A$. The switched fraction is $(1+\bar p)/2$, so its standard deviation is $\frac12\sqrt{S(0)/A}$.

## (f) Numbers for a capacitor film

**Take $n=2.0\times10^{-5}$ nm$^{-2}$ (20 per µm²), thickness 100 nm, 5.0 V and $P_s=50$ µC/cm². Let the wall speed be $v=v_0e^{-E_a/E}$ with $v_0=40$ nm/ns and $E_a=1.0$ MV/cm. Evaluate the results at and around half switching.**

The field is $5.0\ \text{V}/100\ \text{nm}=0.50$ MV/cm, and $v=40\,e^{-2}=5.41$ nm/ns. Half switching requires

$$R=\sqrt{\frac{\ln2}{\pi n}}=105.0\ \text{nm},\qquad t=\frac Rv=19.4\ \text{ns}.$$

For two points 100 nm apart at this moment, $\Omega=14\,474$ nm² and $n\Omega=0.2895$. Thus

$$P_{uu}=0.25\,e^{0.2895}=0.334,\qquad C=e^{0.2895}-1=0.336,$$

or $0.3357\times50^2=839$ (µC/cm²)². Independent points would have $P_{uu}=0.25$.

The half-widths below are numerical roots of the equation in part (d).

| $q$ | $R$ (nm) | $t$ (ns) | $\ell$ (µm⁻¹) | $r_{1/2}$ (nm) |
|---|---|---|---|---|
| 0.90 | 40.9 | 7.6 | 4.63 | 32.2 |
| 0.50 | 105.0 | 19.4 | 6.60 | 69.8 |
| 0.10 | 191.4 | 35.4 | 2.41 | 78.6 |
| 0.01 | 270.7 | 50.0 | 0.34 | 63.2 |

The largest half-width is 80.7 nm, at $R=162.6$ nm. At $q=0.01$ the late formula gives $0.693/(2\times2.0\times10^{-5}\times270.7)=64.0$ nm, about 1% above the root.

Gauss–Legendre integration at half switching gives $S(0)=2.84\times10^4$ nm². In a square window of side 5 µm, the switched fraction has standard deviation $\frac12\times168.6/5000=1.7\%$ of the window area.

## (g) What a real film changes

**Estimate how far the neglected effects move these numbers.**

The parameters are round values in the rough regime of an epitaxial perovskite-oxide capacitor. Polarizations of tens of µC/cm² are ordinary there, but nucleus density and wall speed depend strongly on field, electrodes and defects, so 19 ns is a property of the chosen inputs. Real devices can break the assumptions of random nuclei and uniform speed, with the following consequences for the example.

*Nucleus positions.* On a square lattice of the same density the spacing is 223.6 nm. Discs of radius 105.0 nm do not yet touch, so $q=1-n\pi R^2=1-\ln2=0.307$ instead of 0.5. This is the limiting case of perfect order.

*Local field.* Suppose the field varies between patches much wider than $2R$ with a Gaussian spread of 5%. The speed then varies by $(E_a/E)\times5\%=10\%$. Since $dq/d\ln v=-2n\pi R^2q=-\ln2$ at half switching, $q$ varies by about 0.069. Two points in the same patch, away from its edges, stay correlated beyond $2R$, with $C=4\,\mathrm{Var}(q)\approx4(0.069)^2=0.019$. Gauss–Hermite averaging over the field also gives 0.019. A much broader spread of switching times between regions leads towards nucleation-limited switching, where one common $R(t)$ no longer describes the film.

*Domain shape.* For aligned square domains of the same free area, the side is $a=\sqrt\pi R$ and the overlap is $(a-|x|)(a-|y|)$ when both factors are positive. At fixed $q=0.5$, a scan along the sides and diagonals finds a largest change in $C$ of 0.049, against $C(0)=1$.

*Later nucleation.* If nuclei also appear later, the argument of part (a) still holds with the nearest nucleus replaced by the one whose free front arrives first; a nucleus placed in an already switched area is never first. New nuclei at random positions and a constant rate $J$ per area therefore add $J\int_0^t\Omega(r;vs)\,ds$ to $n\Omega$, where $\Omega(r;vs)$ is the overlap for radius $vs$. With $J=0.10$ µm⁻² ns⁻¹ the half time falls to 19.1 ns. Compared at $q=0.5$, $C$ changes by at most 0.013.

*Interface layer.* A non-ferroelectric layer of thickness $d_i=0.5$ nm and permittivity $\epsilon_i=50$ lies in series with the film, whose thickness is $d$ and permittivity $\epsilon_f=200$. Both electrodes are metallic, so each region much wider than $\epsilon_fd_i/\epsilon_i=2$ nm responds to its own polarization $p$, not to the film average. Continuity of displacement, $\epsilon_0\epsilon_iE_i=\epsilon_0\epsilon_fE+pP_s$, and $V=Ed+E_id_i$ then give the field averaged over the film thickness,

$$E=\frac{V-pP_sd_i/(\epsilon_0\epsilon_i)}{d+\epsilon_fd_i/\epsilon_i}.$$

This is 0.546 MV/cm in unswitched regions and 0.435 MV/cm in switched ones. The field $E_i$ inside the layer is far larger: about 13 MV/cm under switched regions, and about 9 MV/cm in the opposite direction under unswitched ones. At such fields a real layer this thin may leak or inject charge that screens the polarization, so the estimate holds only as long as the layer stays a charge-free linear dielectric. A wall is driven by the mean of the two sides, 0.490 MV/cm, in which the polarization terms cancel. The speed falls to 5.20 nm/ns and the half time rises to 20.2 ns, about 4% longer than before. In this estimate all walls keep one common speed, so the clock $R(t)$ changes but $C$ at given $R$ does not. This holds for nearly straight walls. The convex wall of a small domain has more unswitched than switched film around it and feels a somewhat higher field. For an isolated disc growing to the half-switching radius, in a film whose permittivity is the same in all directions, this lowers the time from 20.2 to about 19.8 ns, which removes about half of the increase. With curved walls the speed is no longer exactly the same everywhere, so the common clock and the unchanged $C$ are then approximations.

*Temperature.* If $E_a\propto1/T$, operation at 358 K instead of 300 K multiplies the speed by $e^{2(1-300/358)}=1.38$. Switching releases $2P_sE=50$ J/cm³. With a heat capacity of 3.0 J/(cm³ K) and no heat loss, this warms the film by 16.7 K, an upper bound for this energy input. If the nucleus density stays the same, a uniform temperature change again alters the clock and leaves $C$ at given $R$ unchanged.

*Circuit.* The times above assume that the full 5.0 V stays on the film. The switching current grows with capacitor area, and its voltage drop across any series resistance is lost to the film. With 50 Ω in series, and counting only the switching charge, the half time is 19.7 ns for a square capacitor of side 5 µm, 23 ns for 20 µm and 43 ns for 50 µm. Charging the film's own capacitance as well ($\epsilon_f=200$, time constant 2.2 ns at 50 µm) lengthens the last two values to about 24 and 45.5 ns. At 50 µm the series resistance and the wall speed influence the half time about equally; in much larger capacitors the resistance dominates.

Numerical values quoted here were computed with a short program.
